Comparing Debye and Einstein phonon spectra in isotropic Eliashberg theory

**Problem**

Units are ħ = k_B = 1, with frequencies in meV. An isotropic superconductor is described by its Eliashberg function α²F(ω) ≥ 0, a dimensionless function equal to the phonon density of states F(ω) times a squared coupling α²(ω). Define

λ = 2∫₀^∞ α²F(ω) dω/ω,  p(ω) = 2α²F(ω)/(λω),  ⟨g⟩ = ∫₀^∞ p(ω) g(ω) dω,

so that ∫p dω = 1, and

ω_log = exp⟨ln ω⟩,  ω̄_n = ⟨ωⁿ⟩^(1/n),  λ(ν) = λ⟨ω²/(ω² + ν²)⟩.

The kernel λ(ν) enters the linearized isotropic Eliashberg equations, taken here as the given model (vertex corrections neglected, Coulomb repulsion μ* = 0):

Z_n Δ_n = πT Σ_m λ(ω_n − ω_m) Δ_m/|ω_m|

Z_n = 1 + (πT/ω_n) Σ_m λ(ω_n − ω_m) sgn ω_m

with ω_n = (2n+1)πT and m over all integers. Tc is the highest T with a nonzero solution Δ_n. The Debye spectrum is

α²F(ω) = a(ω/ω_D)² for 0 < ω < ω_D, and zero above.

It arises from modes ω = c|k| filling a sphere with constant α²: the number of modes below ω grows as ω³, so F ∝ ω². Take the round model values ω_D = 30 meV (348.14 K) and a = 0.8.

(a) Find λ, ω_log and ⟨ω²⟩. (b) Find them for an Einstein spectrum, a single line at ω_E. (c) Compare the two kernels λ(ν). (d) Which ω_E gives the Debye Tc at equal λ?

**First estimate by scaling**

The spectrum has one amplitude a and one frequency ω_D, and λ is linear in α²F. Hence λ is a times a pure number, ω_log is ω_D times a pure number, and ⟨ω²⟩ is ω_D² times a pure number. To guess the numbers, note that α²F is largest at ω_D and move its whole area there:

S = ∫₀^ω_D a(ω/ω_D)² dω = aω_D/3 = 0.8 × 30/3 = 8 meV.

With all of S at ω_D the factor 1/ω in λ becomes 1/ω_D, so

λ ≈ 2S/ω_D = 2a/3 = 0.533,  ω_log ≈ ω_D = 30 meV,  ⟨ω²⟩ ≈ ω_D² = 900 meV².

Every mode really lies below ω_D, so 1/ω is larger than assumed. The estimate is a lower bound for λ and an upper bound for ω_log and ⟨ω²⟩.

**Exact solution**

(a) Put x = ω/ω_D, so dω/ω = dx/x. Then

λ = 2a∫₀¹ x² dx/x = 2a∫₀¹ x dx = 2a × 1/2 = a = 0.8,

p(ω) dω = (2a x²/a) dx/x = 2x dx.

The weight is linear in ω, one power lower than α²F. The moments are

⟨ωⁿ⟩ = ω_Dⁿ ∫₀¹ 2x^(n+1) dx = 2ω_Dⁿ/(n+2),

which converges at x = 0 only for n > −2. For n = 2,

⟨ω²⟩ = ω_D²/2 = 900/2 = 450 meV²,  ω̄₂ = ω_D/√2 = 21.21 meV (246.2 K).

For n = 1 and n = −1 one finds ω̄₁ = 2ω_D/3 = 20 meV and ω̄₋₁ = (2/ω_D)⁻¹ = ω_D/2 = 15 meV. From the definition, ⟨ω⟩ = (2/λ)∫α²F dω = 2S/λ for any spectrum, that is λ = 2S/ω̄₁, and indeed 2 × 8/20 = 0.8.

For the logarithm, ⟨ln ω⟩ = ln ω_D + ⟨ln x⟩. Integrating by parts with 2x dx = d(x²),

∫₀¹ 2x ln x dx = [x² ln x]₀¹ − ∫₀¹ x² dx/x = 0 − 1/2.

The boundary term vanishes because ln 1 = 0 and x² ln x → 0 at x = 0. Therefore

ω_log = ω_D e^(−1/2) = 30 × 0.60653 = 18.20 meV (211.2 K).

A second route confirms this. For small n, ⟨ωⁿ⟩ = ⟨exp(n ln ω)⟩ = 1 + n⟨ln ω⟩ + O(n²), so ln ω̄_n = (1/n) ln⟨ωⁿ⟩ → ⟨ln ω⟩. Here ln ω̄_n = ln ω_D − (1/n) ln(1 + n/2) → ln ω_D − 1/2.

The averages must use p. Weighting with the normalized F, 3x² dx, gives ∫3x² ln x dx = −∫x² dx = −1/3 and ∫3x⁴ dx = 3/5, that is 21.50 meV and 540 meV², which are different quantities.

(b) Write α²F = S_E δ(ω − ω_E). Then λ = 2S_E/ω_E, so S_E = λω_E/2 and p = δ(ω − ω_E). Every average is g(ω_E):

ω_log = ω̄_n = ω_E,  ⟨ω²⟩ = ω_E².

The ratio ω̄₂/ω_log is 1 here, whereas for Debye it is e^(1/2)/√2 = √(e/2) = 1.166. It is never below 1. The inequality ln y ≤ y − 1 holds with equality only at y = 1; taking y = ω²/⟨ω²⟩, whose average is 1, gives 2⟨ln ω⟩ − ln⟨ω²⟩ ≤ 0, or ω_log ≤ ω̄₂, with equality only for a single line. So at equal λ no ω_E matches both Debye quantities. The choice ω_E = ω_log has area 0.8 × 18.196/2 = 7.28 meV and ⟨ω²⟩ = 331 meV² in place of 450 meV²; the choice ω_E = ω̄₂ has area 8.49 meV and an ω_log larger than the Debye one by the factor 1.166.

(c) For Einstein, λ_E(ν) = λω_E²/(ω_E² + ν²). For Debye put t = x², so 2x dx = dt, and s = (ν/ω_D)²:

λ_D(ν) = λ∫₀¹ t dt/(t + s) = λ∫₀¹ [1 − s/(t + s)] dt = λ[1 − s ln(1 + 1/s)].

Both start at λ(0) = λ.

At large ν, ω²/(ω² + ν²) = ω²/ν² − ω⁴/ν⁴ + …, so for a spectrum bounded above

λ(ν) = λ⟨ω²⟩/ν² − λ⟨ω⁴⟩/ν⁴ + …

The second moment fixes the tail. For Debye ⟨ω⁴⟩ = ω_D⁴/3, so the correction relative to the leading term is −(2/3)/s. At ν = 150 meV, s = 25 and the tail is 360/150² = 0.01600; the corrected value 0.01600 × (1 − 2/75) = 0.01557 is close to the exact 0.01559.

The Einstein kernel at ω̄₂ is an upper bound for every ν. Let u = ω², ū = ⟨u⟩ and h(u) = u/(u + ν²) = 1 − ν²/A with A = u + ν², B = ū + ν², so h′(ū) = ν²/B². The tangent at ū lies above h:

h(ū) + h′(ū)(u − ū) − h(u) = ν²[−1/B + (A − B)/B² + 1/A] = ν²(A − B)²/(AB²) ≥ 0.

On averaging, the linear term vanishes and ⟨h(u)⟩ ≤ h(ū), that is λ_D(ν) ≤ λ_E(ν) for ω_E = ω̄₂.

The frequency ω_log controls the integral of the kernel over ln ν. Since ω²/[ν(ω² + ν²)] = 1/ν − ν/(ω² + ν²) has the antiderivative ½ ln[ν²/(ω² + ν²)], which vanishes at infinity,

I(ε) = ∫_ε^∞ λ(ν) dν/ν = (λ/2)⟨ln(1 + ω²/ε²)⟩ = λ⟨ln(ω/ε)⟩ + (λ/2)⟨ln(1 + ε²/ω²)⟩.

The last term vanishes as ε → 0, leaving I → λ ln(ω_log/ε). For Debye, with η = ε/ω_D and the antiderivative (t + η²) ln(1 + t/η²) − t of ln(1 + t/η²),

I = (λ/2)[(1 + η²) ln(1 + 1/η²) − 1] → λ[ln(1/η) − 1/2],

the same −1/2 again. At ε = 0.003 meV, η = 10⁻⁴ and I = 0.8 × (9.2103 − 0.5) = 6.968. Quadrature gives 6.968 for Debye and for Einstein at ω_log, and 7.091 for Einstein at ω̄₂; the excess 0.123 is λ ln 1.166.

The difference λ_D − λ_E(ω_E = ω_log) thus integrates to zero over ln ν and must change sign. At small ν the Debye kernel falls below λ by λs ln(1/s), the Einstein kernel by λν²/ω_log² = λ e s, and the logarithm makes the former larger, so the difference is negative. The logarithm appears because ⟨ω⁻²⟩ diverges. At large ν the difference is positive, as 450 > 331. A grid from 10⁻³ω_D to 100 ω_D shows one crossing, at ν = 14.6 meV = 0.486 ω_D. The kernels are

ν = 6 meV: Debye 0.696, Einstein(ω_log) 0.722, Einstein(ω̄₂) 0.741

ν = 30 meV: Debye 0.245, Einstein(ω_log) 0.215, Einstein(ω̄₂) 0.267

ν = 150 meV: Debye 0.0156, Einstein(ω_log) 0.0116, Einstein(ω̄₂) 0.0157

(d) Let λ_l = λ(2πTl), which is even in l. Pair m ≥ 0 with −m−1, for which ω_(−m−1) = −ω_m. Then ω_n − ω_m = 2πT(n − m) and ω_n − ω_(−m−1) = 2πT(n + m + 1). For n ≥ 0 the sum in Z_n is

S_n = Σ_(m≥0) λ_(n−m) − Σ_(m≥0) λ_(n+m+1),

and both sums converge because λ_l ∝ 1/l². In the first, the index runs from n down to −∞, giving Σ_(l=1..n) λ_l + λ₀ + Σ_(l≥1) λ_l. The second is Σ_(l≥n+1) λ_l. Subtracting,

S_n = λ₀ + 2Σ_(l=1..n) λ_l.

For n = 0, ω₀ = πT and Z₀ = 1 + λ = 1.8 at any T: λ is the renormalization at the lowest Matsubara frequency, whatever the shape of the spectrum.

Take Δ even in frequency and set φ_n = Δ_n/ω_n for n ≥ 0. The left side of the gap equation is φ_n ω_n Z_n = πT φ_n(2n + 1 + S_n), the right side is πT Σ_(m≥0)(λ_(n−m) + λ_(n+m+1)) φ_m, and so Σ_m K_nm φ_m = 0 with the symmetric matrix

K_nm = λ_(n−m) + λ_(n+m+1) − δ_nm(2n + 1 + S_n).

On the diagonal λ_(n−n) = λ₀ cancels the λ₀ in S_n, so only l ≥ 1 matters. As T → ∞ these λ_l vanish and the eigenvalues are −(2n+1) < 0. On cooling the largest eigenvalue reaches zero first, and that defines Tc. For Einstein, λ_l depends only on λ and T/ω_E, so Tc ∝ ω_E at fixed λ. This defines ω_eq(λ), the Einstein frequency with the Debye Tc.

Strong coupling can be solved by scaling. If 2πT ≫ ω_D, the tail formula gives λ_l = g/l² with g = λ⟨ω²⟩/(2πT)², and K depends on g alone. Its largest eigenvalue vanishes at g_c = 0.7586, found numerically, so

Tc → C √(λ⟨ω²⟩),  C = 1/(2π√g_c) = 0.1827.

Since Tc grows as √λ, the condition holds for λ ≫ 1. Equal Tc then means ω_E² = ⟨ω²⟩, so ω_eq → ω̄₂.

At weak coupling T ≪ ω_D. If Δ_m is treated as constant, the n = 0 equation reads 1 + λ ≈ 2πT Σ_(m≥0) λ(ω_m)/ω_m ≈ I(ε) with ε of order T, since the spacing of the ω_m is 2πT. Then 1 + λ ≈ λ ln(ω_log/ε) and Tc ∝ ω_log exp[−(1 + λ)/λ]. This argument drops the frequency dependence of Δ, so it identifies ω_log as the scale without making it exact.

Diagonalizing K at λ = 0.8 gives

Debye: Tc = 1.624 meV = 18.85 K

Einstein at ω_log: 18.43 K, 2.2% below Debye

Einstein at ω̄₂: 21.48 K, 14.0% above Debye

These four figures serve only to compare spectra within the model; with μ* = 0 they are not predictions for a material. By proportionality ω_eq = ω_log/0.9779 = 18.61 meV. For other couplings,

λ = 0.3: ω_eq = 17.67 meV = 0.971 ω_log = 0.833 ω̄₂

λ = 0.5: ω_eq = 18.06 meV = 0.992 ω_log = 0.851 ω̄₂

λ = 2: ω_eq = 19.98 meV = 1.098 ω_log = 0.942 ω̄₂

λ = 10: ω_eq = 20.97 meV = 1.152 ω_log = 0.988 ω̄₂

λ = 1000: ω_eq = 21.21 meV = 1.166 ω_log = 0.9999 ω̄₂

At these couplings ω_eq rises with λ and stays below ω̄₂; this is a numerical finding and is not proved for all λ. The value λ = 1000 probes the mathematical limit only: C√(λ/2) = 0.18273 × √500 = 4.086, against the computed Tc/ω_D = 4.084. At λ = 0.8 the limit formula gives 0.18273 × √360 = 3.47 meV, about twice the computed 1.624 meV, because 2πTc = 10.2 meV is below ω_D. On the weak side ω_eq passes through ω_log between λ = 0.5 and 0.8 and lies 2.9% below it at λ = 0.3, so over this range it crosses ω_log and does not settle on it. Solving the n = 0 equation with constant Δ for both spectra (a step not included in the numerical check) gives ω_eq = 0.997 ω_log at λ = 0.3, so at this coupling nearly all of the shift to 0.971 ω_log comes from the frequency dependence of Δ.

**Comparison of estimate and solution**

The scaling forms hold exactly, and the errors of the estimate have the signs predicted. Relative to the exact values, the estimated λ = 0.533 is low by one third (exact 0.8), ω_log = 30 meV is high by the factor e^(1/2) = 30/18.20 = 1.65, and ⟨ω²⟩ = 900 meV² is high by the factor 2. The errors share one cause: the area S was placed at ω_D, whereas it is really spread below ω_D as x², and the 1/ω in the definitions shifts the weight lower still, from x² to x. For ω_log the spread alone accounts for a factor e^(1/3) (30 meV against the F-weighted 21.50 meV) and the 1/ω for the remaining e^(1/6). The relation λ = 2S/ω̄₁ shows that the same area placed at ω̄₁ = 20 meV would have returned λ exactly, but that line misses ω_log by 20/18.20 − 1 = +10% and ⟨ω²⟩ by 400/450 − 1 = −11%.

The product λ⟨ω²⟩ = 2∫ω α²F dω suffers less than ⟨ω²⟩ alone, because the factors 2/3 and 2 partly cancel: 0.5333 × 900 = 480 meV² against 360 meV², a factor 4/3, or √(4/3) = 1.15 in the strong-coupling Tc. At weak coupling the error in λ sits in the exponent, where 1/λ changes from 1.25 to 1.875, and it works against the overestimated prefactor.

The numbers e^(−1/2) and 1/2 belong to the pure ω² shape with a sharp cutoff and constant α². A spectrum with peaks, or with a frequency-dependent α², has a different p(ω), and its averages must be recomputed from the definitions; the inequality ω_log ≤ ω̄₂, the bound on the kernel and Z₀ = 1 + λ used no property of the shape. The numerical check checks the closed forms against symbolic integration, quadrature, a sum over a k-grid and a narrowing Gaussian line, and checks the Debye Tc at λ = 0.8 against the unfolded equations.

Calculated quantities

```
input wD = 30.0 meV = 348.14 K, a = 0.80, mu* = 0
1 meV = 11.6045 K
lambda = 0.800000; mode-sum lambda = 0.8000
area S = 8.0000 meV
w_log = 18.1959 meV = 211.15 K; w_log/wD = 0.606531
<w^2> = 450.000 meV^2; lambda <w^2> = 360.000 meV^2
w2bar = 21.2132 meV = 246.17 K; w2bar/wD = 0.707107
w1bar = 20.0000 meV; w(-1)bar = 15.0000 meV
shape ratio w2bar/w_log = 1.165822
F-weighted: log mean = 21.4959 meV, second moment = 540.000 meV^2
Einstein area at w_log = 7.2784 meV, at w2bar = 8.4853 meV
Einstein at w_log: <w^2> = 331.091 meV^2
Einstein at wD with area S: lambda = 0.5333
nu = 6 meV: kernel D 0.69574, E(w_log) 0.72155, E(w2bar) 0.74074, tail 10.00000
nu = 30 meV: kernel D 0.24548, E(w_log) 0.21515, E(w2bar) 0.26667, tail 0.40000
nu = 150 meV: kernel D 0.01559, E(w_log) 0.01160, E(w2bar) 0.01569, tail 0.01600
crossing D = E(w_log) at nu = 14.567 meV = 0.4856 wD
eps = 0.0030 meV: lambda ln(w_log/eps) = 6.96827
log integral D 6.96827, E(w_log) 6.96827, E(w2bar) 7.09101
Z at first Matsubara frequency = 1.80000
Tc Debye = 1.6240 meV = 18.85 K
Tc Einstein(w_log) = 18.43 K, ratio to Debye 0.9779
Tc Einstein(w2bar) = 21.48 K, ratio to Debye 1.1400
lambda 0.3: Tc/wD = 0.00584, w_eq = 17.668 meV, /w_log 0.9710, /w2bar 0.8329
lambda 0.5: Tc/wD = 0.02373, w_eq = 18.057 meV, /w_log 0.9924, /w2bar 0.8512
lambda 0.8: Tc/wD = 0.05413, w_eq = 18.608 meV, /w_log 1.0226, /w2bar 0.8772
lambda 2: Tc/wD = 0.14103, w_eq = 19.981 meV, /w_log 1.0981, /w2bar 0.9419
lambda 10: Tc/wD = 0.38985, w_eq = 20.968 meV, /w_log 1.1524, /w2bar 0.9885
lambda 1000: Tc/wD = 4.08401, w_eq = 21.211 meV, /w_log 1.1657, /w2bar 0.9999
strong coupling: g_c = 0.75864, C = 0.18273
```
